# Reaction through a higher conformer with a smaller barrier

## Problem

A liquid metal-organic precursor is kept in a heated bubbler at $T=400$ K. Its molecules have two conformers, A and B, and each decomposes irreversibly by an intramolecular hydrogen transfer. Conformer B lies $\Delta G=6$ kJ/mol above A. The barrier $g_B$, measured from B, is 10 kJ/mol smaller than the barrier $g_A$, measured from A. Take $g_A=150$ kJ/mol and $g_B=140$ kJ/mol. The transition state for interconversion lies $g_T=40$ kJ/mol above A.

All these energies are molar standard Gibbs energies at 400 K. Each elementary step follows the Eyring equation with transmission coefficient 1.

(a) Show that the reaction channel through B is about 3.3 times faster than the channel through A.

(b) Find the half-life of the precursor and the fraction lost in one day. By what factor does the presence of B speed up the total decomposition?

(c) Find the final ratio of the two products for any speed of interconversion. How low must the interconversion transition state lie for the answer to (a) to hold, and what happens when interconversion is frozen?

(d) Estimate how far the ratio in (a) moves with temperature, entropy, a mirror-image form of B, tunnelling, and an error in the energies.

## Solution

### What is being compared

Let $A(t)$ and $B(t)$ be the amounts of the two conformers, as fractions of the initial amount of precursor. Their rate constants for decomposition are $k_A$ and $k_B$. The rate of a channel is the number of molecules that pass through it per unit time, so in these units

$$v_A=k_A A,\qquad v_B=k_B B .$$

"Faster" in part (a) refers to $v_B/v_A$. This differs from $k_B/k_A$, which compares one molecule in form B with one molecule in form A and ignores how many of each there are.

Boltzmann's constant is written $k$, without a subscript, and $\nu=kT/h$ is the Eyring prefactor. (In the numerical output, the prefactor line uses the customary symbol $k_B$ for Boltzmann's constant.) The rate constants are

$$k_A=\nu e^{-g_A/RT},\qquad k_B=\nu e^{-g_B/RT}.$$

Let $f$ be the rate constant for A→B and $r$ that for B→A. Both steps cross the same transition state, at $g_T$ above A and therefore $g_T-\Delta G$ above B:

$$f=\nu e^{-g_T/RT},\qquad r=\nu e^{-(g_T-\Delta G)/RT}.$$

Dividing the first by the second removes $g_T$:

$$\frac fr=e^{-\Delta G/RT}\equiv K .$$

This is the equilibrium ratio of B to A, as detailed balance requires.

### (a) The channel ratio

The rate equations are

$$\frac{dA}{dt}=-(k_A+f)A+rB,\qquad \frac{dB}{dt}=fA-(k_B+r)B .$$

The first question is whether the populations stay in the ratio $K$ while molecules are being removed. Define $x=B/A$. The quotient rule gives

$$\frac{dx}{dt}=\frac1A\frac{dB}{dt}-\frac xA\frac{dA}{dt}
=f-(k_B+r)x+(k_A+f)x-rx^2 .$$

If interconversion is much faster than reaction, $k_A$ and $k_B$ can be dropped here, and the right-hand side factorizes:

$$\frac{dx}{dt}\approx f+(f-r)x-rx^2=(f-rx)(1+x).$$

Since $1+x$ is positive, $x$ rises when it is below $f/r$ and falls when it is above. It therefore settles at $f/r=K$. For a small deviation $\delta=x-K$, the first factor is $-r\delta$ and the second is nearly $1+K$, so

$$\frac{d\delta}{dt}\approx-r(1+K)\delta=-(f+r)\delta .$$

For the given $g_T$, $f=4.98\times10^7$ s⁻¹ and $r=3.03\times10^8$ s⁻¹. The populations thus adjust in a few nanoseconds. The larger decomposition constant, $k_B$, is only $1.4\times10^{-14}$ of $r$, so reaction does not noticeably disturb the equilibrium.

With $B/A=K$, the channel ratio is

$$\rho\equiv\frac{v_B}{v_A}=\frac{k_B}{k_A}\,\frac BA
=e^{(g_A-g_B)/RT}\,e^{-\Delta G/RT}
=e^{(g_A-g_B-\Delta G)/RT}.$$

The first exponential is the gain from the smaller barrier. The second is the cost of the smaller population. At 400 K, $RT=3.3258$ kJ/mol, and the two factors are

$$\frac{k_B}{k_A}=e^{10/3.3258}=20.22,\qquad K=e^{-6/3.3258}=0.1646 .$$

Their product is

$$\rho=20.22\times0.1646=e^{4/3.3258}=e^{1.2027}=3.33 ,$$

which is the stated result. About 14% of the molecules are in form B at any moment, yet the share of decomposition that passes through B is

$$\frac{v_B}{v_A+v_B}=\frac{\rho}{1+\rho}=\frac{3.33}{4.33}=0.769 .$$

The exponent has a simple reading. Measure every energy from A. The transition state of channel A is then at $g_A=150$ kJ/mol, and that of channel B is at $\Delta G+g_B=6+140=146$ kJ/mol. The ratio depends on this 4 kJ/mol gap and not on the energy of B itself: if B were raised while both reaction transition states stayed in place, the population ratio $B/A$ would fall and $k_B$ would rise by the same factor. This is the Curtin–Hammett result.

A smaller individual barrier is therefore not enough to make B the faster channel. The reduction in barrier must exceed the energy of the conformer, $g_A-g_B>\Delta G$. If the two are equal, the channels are equally fast; if the reduction is smaller, channel A is faster.

### (b) Half-life and total rate

Let $N=A+B$ be the amount of precursor left. Adding the two rate equations cancels the interconversion terms:

$$\frac{dN}{dt}=-k_AA-k_BB .$$

At conformational equilibrium $B=KA$, so $N=(1+K)A$. Hence $A=N/(1+K)$ and $B=KN/(1+K)$, and

$$\frac{dN}{dt}=-k_{\rm eff}N,\qquad k_{\rm eff}=\frac{k_A+Kk_B}{1+K}.$$

The prefactor is $\nu=8.335\times10^{12}$ s⁻¹. It gives $k_A=2.154\times10^{-7}$ s⁻¹ and $k_B=4.356\times10^{-6}$ s⁻¹, so that

$$k_{\rm eff}=\frac{2.154\times10^{-7}+0.1646\times4.356\times10^{-6}}{1.1646}\ {\rm s^{-1}}
=8.01\times10^{-7}\ {\rm s^{-1}} .$$

The solution is $N=e^{-k_{\rm eff}t}$. Setting $N=1/2$ gives

$$t_{1/2}=\frac{\ln2}{k_{\rm eff}}=8.66\times10^5\ {\rm s}=10.0\ {\rm days}.$$

In one day, $86400$ s, the fraction lost is

$$1-e^{-8.01\times10^{-7}\times86400}=0.067 ,$$

or 6.7%.

If B did not exist, all molecules would be in form A and the total rate constant would be $k_A$. The speed-up due to B is

$$\frac{k_{\rm eff}}{k_A}=\frac{1+Kk_B/k_A}{1+K}=\frac{1+\rho}{1+K}=\frac{4.33}{1.165}=3.7 .$$

This is a different quantity from $\rho$. The numerator contains both channels, and the denominator accounts for the molecules that B withdraws from A.

The full rate equations, solved numerically from an equilibrium mixture without assuming that equilibrium persists, give a product ratio of 3.3292 after one half-life. This agrees with the formula to all digits printed.

### (c) Interconversion of any speed

The final product amounts follow from the total time that molecules spend in each form. Define

$$I_A=\int_0^\infty A\,dt,\qquad I_B=\int_0^\infty B\,dt .$$

The final products are then $P_A=k_AI_A$ and $P_B=k_BI_B$. Let the starting fractions be $A_0$ and $B_0$, with $A_0+B_0=1$. All precursor is eventually consumed, so integrating $dA/dt$ from zero to infinity gives $-A_0$, and likewise for B. The integrated rate equations, with all signs reversed in both, are

$$(k_A+f)I_A-rI_B=A_0,$$
$$-fI_A+(k_B+r)I_B=B_0 .$$

To eliminate $I_B$, multiply the first equation by $k_B+r$, the second by $r$, and add:

$$D\,I_A=(k_B+r)A_0+rB_0=r+k_BA_0 ,$$

where $A_0+B_0=1$ was used and

$$D=(k_A+f)(k_B+r)-fr=k_Ak_B+k_Ar+fk_B .$$

To eliminate $I_A$, multiply the first by $f$, the second by $k_A+f$, and add:

$$D\,I_B=fA_0+(k_A+f)B_0=f+k_AB_0 .$$

The positive factor $D$ cancels in the ratio:

$$\boxed{\frac{P_B}{P_A}=\frac{k_B}{k_A}\,\frac{f+k_AB_0}{r+k_BA_0}}$$

Within the given rate equations, this holds for any interconversion speed and any starting mixture.

**Fast interconversion.** If $f\gg k_A$ and $r\gg k_B$, the second term in the numerator and in the denominator can be dropped. Then $P_B/P_A=(k_B/k_A)(f/r)=\rho$, whatever the starting mixture. To see what the conditions require, take out $f/r=K$:

$$\frac{P_B}{P_A}=\rho\,\frac{1+k_AB_0/f}{1+k_BA_0/r}.$$

The Eyring expressions give

$$\frac{k_A}{f}=e^{(g_T-g_A)/RT},\qquad
\frac{k_B}{r}=e^{(g_T-\Delta G-g_B)/RT}.$$

Both ratios compare transition states on the common scale. For the fast limit to hold whatever the starting mixture, the interconversion transition state must lie several $RT$ below both reaction transition states, here at 150 and 146 kJ/mol. The lower one sets the stricter condition. The worst start is then pure A, for which the ratio is $\rho/(1+k_B/r)$. It stays within 1% of $\rho$ if $g_T$ lies at least $4.6\,RT$ below 146 kJ/mol, that is below about 131 kJ/mol, and within 10% below about 139 kJ/mol.

For an equilibrium start, $B_0=K/(1+K)=0.141$ and $A_0=0.859$. Hold the other energies fixed and raise $g_T$ to 130 kJ/mol. Then

$$\frac{k_AB_0}{f}=0.141\,e^{-20/3.3258}=0.0003,\qquad
\frac{k_BA_0}{r}=0.859\,e^{-16/3.3258}=0.0070,$$

and the final ratio is $3.329\times1.0003/1.0070=3.31$. It is less than 1% below the fast limit, even though the interconversion barrier is now very large by ordinary conformational standards. What counts is its size relative to the reaction barriers.

At $g_T=145$ kJ/mol, the same two terms are 0.031 and 0.636, and the ratio falls to $3.329\times1.031/1.636=2.10$. Conformer B is now consumed at a rate comparable with its return to A, so its population is no longer kept at the equilibrium value.

**Frozen interconversion.** If $f\ll k_AB_0$ and $r\ll k_BA_0$, the reaction terms dominate instead:

$$\frac{P_B}{P_A}\to\frac{k_B}{k_A}\,\frac{k_AB_0}{k_BA_0}=\frac{B_0}{A_0}.$$

Each molecule reacts in the form in which it started. The smaller barrier makes the B molecules react sooner but does not change how many there are. For an equilibrium start the final ratio is $K=0.165$, so A now gives most of the product. The numerical solution at $g_T=200$ kJ/mol gives this value.

The initial channel ratio is nevertheless still $k_BB_0/(k_AA_0)=\rho=3.33$, because the mixture starts at equilibrium. It falls later, as B is used up and not replaced. An early measurement of rates and a final measurement of products would then disagree, whereas under fast interconversion they give the same ratio.

### (d) How firm is the factor 3.3?

**Temperature.** With the Gibbs energy differences held fixed, the ratio is 3.95 at 350 K and 2.91 at 450 K. A fixed gap matters less as $RT$ grows, and the fast-interconversion formula for $\rho$ then tends to 1 at high temperature. Holding the gap fixed assumes that it has no entropy part. If the transition state of B has an entropy 10 J/(mol K) higher than that of A, the 4 kJ/mol gap at 400 K is entirely entropic and the ratio does not change with temperature; with 15 J/(mol K) it rises, from 3.06 at 350 K to 3.56 at 450 K.

**Entropy.** Suppose that the given 6 and 10 kJ/mol were enthalpies. The gap between the transition states would then be $\Delta\Delta H-T\Delta\Delta S$ in place of 4 kJ/mol, where each difference is taken as channel A minus channel B. With $\Delta\Delta H=4$ kJ/mol,

$$\rho=e^{\Delta\Delta H/RT}\,e^{-\Delta\Delta S/R}.$$

If the transition state of B has an entropy 5 J/(mol K) higher than that of A, then $\Delta\Delta S=-5$ J/(mol K), and the second factor is 1.82. The ratio becomes about 6.1. With the opposite sign it becomes about 1.8. This is why the problem specifies Gibbs energies.

**Mirror-image forms.** Suppose that B occurs as two mirror-image forms, each 6 kJ/mol above a single form A and each with its own channel over a 140 kJ/mol barrier. If channel A has a single transition state, the two B channels add and the ratio doubles to 6.66. If A instead reacts through two mirror-image transition states, each at 150 kJ/mol, its channel doubles as well and the ratio stays at 3.33. No factor is added if the stated Gibbs energies already include both forms and both transition states.

**Tunnelling.** Hydrogen transfer can occur below the top of the barrier. For a parabolic barrier with imaginary wavenumber of magnitude $\tilde\nu$, let $u=hc\tilde\nu/kT$, and let $y$ be the energy relative to the barrier top, in units of $kT$. The transmission probability is $1/(1+e^{-2\pi y/u})$. Averaging over the thermal flux gives the factor by which the classical rate is multiplied:

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}} .$$

A classical step at $y=0$ would give $\int_0^\infty e^{-y}dy=1$, so the normalization is right. Substitute $s=e^{-2\pi y/u}$ and write $\alpha=u/2\pi$. Then $e^{-y}=s^{\alpha}$ and $dy=-\alpha\,ds/s$, and

$$\kappa=\alpha\int_0^\infty\frac{s^{\alpha-1}}{1+s}\,ds=\frac{\pi\alpha}{\sin\pi\alpha}=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi ,$$

by the standard value $\pi/\sin\pi\alpha$ of the integral. For assumed wavenumbers of 1000 cm⁻¹ in channel A and 1100 cm⁻¹ in channel B, both within this range at 400 K, the factors are 1.846 and 2.155. Direct numerical integration of the transmission probability confirms them. For these wavenumbers, most of the effect is common to the two channels and cancels:

$$\rho_{\rm tunnel}=3.33\times\frac{2.155}{1.846}=3.89 .$$

If the wavenumbers were exchanged, the ratio would be about 2.9. This mild result depends on the low wavenumbers assumed. The parabolic formula diverges at $u=2\pi$, which is about 1750 cm⁻¹ at 400 K, and hydrogen transfers over barriers this high can have imaginary wavenumbers near or above that value. A finite barrier shape is then needed. For symmetric Eckart barriers of 150 and 140 kJ/mol with 2000 and 2200 cm⁻¹, the factors are about 39 and 112, and the ratio becomes 9.6, or 0.9 with the wavenumbers exchanged. The remarks below refer to 1000 and 1100 cm⁻¹. The half-life does not benefit from this cancellation. It shortens by a factor between 1.85 and 2.15, since both rate constants increase.

**Energy error.** An error of 4 kJ/mol in the gap multiplies or divides the ratio by $e^{4/RT}=3.33$. The range is then 1.0 to 11. This is larger than the other changes estimated here, except tunnelling at wavenumbers near 2000 cm⁻¹, which is of similar size. If the error in a calculated gap of 4 kJ/mol is normally distributed with a standard deviation of 4 kJ/mol, channel B is the faster one with a probability of 84%, but the factor itself is poorly fixed.

### The model and a real bubbler

The energies are round model values and do not describe a particular compound. They represent a precursor that survives for days when heated. Heating raises the vapour pressure, which helps with precursors of low volatility; a loss of 6.7% per day would be poor for a supply meant to last for weeks. Real precursors can also decompose on walls, with impurities such as water, or by reactions between two molecules, all of which the model omits. Suppose that such processes add a first-order loss constant $k_x$, equal for both conformers. Fast interconversion then still gives $v_B/v_A=3.33$ for the two original channels, but the half-life becomes $\ln2/(k_{\rm eff}+k_x)$. For $k_x=k_{\rm eff}$ it drops from 10 to 5 days. The channel ratio is thus less sensitive to this omission than the predicted storage life. The main values used above are collected in the numerical output.

## Calculated quantities

```
Temperature: 400 K
RT: 3.3258 kJ/mol
Gibbs energy of B above A: 6.0 kJ/mol
Barrier from A: 150.0 kJ/mol
Barrier from B: 140.0 kJ/mol
Transition state of B channel above A: 146.0 kJ/mol
Transition-state gap: 4.0 kJ/mol
Exponent gap/RT: 1.2027
Population ratio K = [B]/[A]: 0.1646
Fraction of molecules in B: 14.14 %
Rate-constant ratio k_B/k_A: 20.22
Channel ratio v_B/v_A, formula: 3.3292
Channel ratio, full rate equations: 3.3292
Share of channel B: 76.9 %
Eyring prefactor k_B T/h: 8.3346e+12 1/s
k_A: 2.154e-07 1/s
k_B: 4.356e-06 1/s
k_eff: 8.008e-07 1/s
Half-life: 8.656e+05 s = 10.02 days
Loss in one day: 6.68 %
Interconversion A to B: 4.983e+07 1/s
Interconversion B to A: 3.027e+08 1/s
k_B over B-to-A rate: 1.44e-14
Final product ratio P_B/P_A, equilibrium start:
  interconversion top 40 kJ/mol: 3.3292
  interconversion top 130 kJ/mol: 3.3072
  interconversion top 145 kJ/mol: 2.0993
  interconversion top 200 kJ/mol: 0.1646
Channel ratio at 350 K: 3.953
Channel ratio at 450 K: 2.913
Tunnelling factor A, 1000i 1/cm: 1.846
Tunnelling factor B, 1100i 1/cm: 2.155
Channel ratio with this tunnelling: 3.89
Channel ratio, two mirror forms of B: 6.66
Activation-entropy difference: 5.0 J/(mol K)
Factor from it: 1.82
Assumed energy error: 4.0 kJ/mol
Ratio range from it: 1.00 to 11.08
```
